# Dissolution Time of an Iron Disilicide Sphere in Silicon at 900 °C

**Question.** A sphere of iron disilicide, with initial radius $R_0=20$ nm, sits deep inside a large crystal of silicon that contains no dissolved iron. At time $t=0$ the crystal is at 900 °C, and it is held there. Iron leaves the sphere by diffusion, while the silicon of the silicide joins the surrounding crystal.

Use these rough values, in line with published data at 900 °C:

- iron solubility in silicon in contact with the silicide, $C_s=4.3\times10^{13}$ cm$^{-3}$;
- iron diffusivity in silicon, $D=1.5\times10^{-6}$ cm$^2$/s;
- iron atoms per volume of silicide (beta phase), $C_p=2.7\times10^{22}$ cm$^{-3}$.

The thermal energy is $kT=0.1011$ eV. Unless a part says otherwise, the silicon at the surface of the sphere holds the concentration $C_s$, and the crystal is free of other sources and sinks of iron.

## Part (a)

*Assume that the iron profile outside the sphere is steady at each instant. Derive the radius as a function of time and calculate the dissolution time $t_0$. What fraction of the iron has left at $t_0/2$?*

**Answer.** A steady spherical profile obeys

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0 ,\qquad c=\frac{A}{r}+B .$$

Far away $c=0$, so $B=0$. At the surface $c(R)=C_s$, so $A=C_sR$. The outward flux density at the surface is

$$-D\left.\frac{\partial c}{\partial r}\right|_{R}=\frac{DC_s}{R},$$

and multiplication by $4\pi R^2$ gives a total loss rate of $4\pi DC_sR$.

When the radius falls by $|dR|$, a shell of volume $4\pi R^2|dR|$ changes from silicide to silicon. It held $C_p$ iron atoms per volume and now holds $C_s$. The difference must diffuse away:

$$(C_p-C_s)\frac{dR}{dt}=D\left.\frac{\partial c}{\partial r}\right|_{R}=-\frac{DC_s}{R}.$$

Define $\varepsilon=C_s/(C_p-C_s)$. Then

$$R\frac{dR}{dt}=-\varepsilon D,\qquad R^2=R_0^2-2\varepsilon Dt .$$

The radius vanishes at

$$t_0=\frac{R_0^2}{2\varepsilon D}\simeq\frac{R_0^2C_p}{2DC_s},\qquad R=R_0\sqrt{1-t/t_0}.$$

The last form of $t_0$ uses $C_s\ll C_p$, which holds very well here: $\varepsilon=1.6\times10^{-9}$. With $R_0=2.0\times10^{-6}$ cm,

$$t_0=\frac{(4.0\times10^{-12})(2.7\times10^{22})}{2(1.5\times10^{-6})(4.3\times10^{13})}\ \text{s}
=\frac{1.08\times10^{11}}{1.29\times10^{8}}\ \text{s}=837\ \text{s},$$

or about 14 minutes.

At $t_0/2$ the radius is $R_0/\sqrt2=14.1$ nm. The iron content varies as $R^3$, so the fraction that has left is $1-2^{-3/2}=0.646$, or about 65 %.

The sphere starts with $9.05\times10^5$ iron atoms and first loses about 1600 per second. At that constant rate it would last $\tfrac23t_0$. It lasts longer because the loss rate is proportional to $R$ and falls as the sphere shrinks. The time is long, although iron diffuses fast, because the surrounding silicon can carry iron only at the very low concentration $C_s$.

## Part (b)

*The silicon starts without iron, so the steady profile must first build up. Find the leading correction to $t_0$ for small $\varepsilon$.*

**Answer.** The profile close to the sphere forms in a time of order $R_0^2/D=2.7\times10^{-6}$ s. The more distant profile keeps changing throughout the process, so its effect has to be calculated.

Let $u=rc$. The spherical diffusion equation then becomes

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial r^2},\qquad u(R,t)=C_sR(t).$$

Since $c=u/r$, the gradient at the surface is

$$\left.\frac{\partial c}{\partial r}\right|_R=\frac{u'}{R}-\frac{C_sR}{R^2}=\frac{u'-C_s}{R},$$

where $u'=\partial u/\partial r$ at $r=R$. The iron balance becomes

$$R\frac{dR}{dt}=-\varepsilon D\left(1-\frac{u'}{C_s}\right).$$

During most of the process the diffusion length is far larger than $R_0$. To leading order, the condition on $u$ can therefore be applied at a fixed plane. A step of height $\Delta$ in the boundary value at time $t'$ gives the slope $-\Delta/\sqrt{\pi D(t-t')}$ at a later time $t$. Here there is an initial step $C_sR_0$, followed by small steps $C_s\,dR$. Their sum is

$$-\frac{u'}{C_s}=\frac{1}{\sqrt{\pi D}}\left[\frac{R_0}{\sqrt t}+\int_0^t\frac{dR/dt'}{\sqrt{t-t'}}\,dt'\right]
=\frac{1}{\sqrt{\pi D}}\frac{d}{dt}\int_0^t\frac{R(t')}{\sqrt{t-t'}}\,dt' .$$

The second equality follows on writing the last integral as $\int_0^tR(t-\tau)\,\tau^{-1/2}d\tau$ and differentiating: the upper limit gives the first term, and the integrand gives the second.

Integrate the iron balance from the start to the true lifetime $T$:

$$\frac{R_0^2}{2}=\varepsilon D\left[T+\frac{1}{\sqrt{\pi D}}\int_0^T\frac{R(t')}{\sqrt{T-t'}}\,dt'\right].$$

In the small second term, use the result of part (a) and replace $T$ by $t_0$. The square roots cancel:

$$\int_0^{t_0}\frac{R_0\sqrt{1-t'/t_0}}{\sqrt{t_0-t'}}\,dt'=\frac{R_0}{\sqrt{t_0}}\int_0^{t_0}dt'=R_0\sqrt{t_0}.$$

The left side of the balance is $\varepsilon Dt_0$. Hence, with $Dt_0=R_0^2/(2\varepsilon)$,

$$\frac{t_0-T}{t_0}=\frac{R_0}{\sqrt{\pi Dt_0}}=\sqrt{\frac{2\varepsilon}{\pi}} .$$

The transient shortens the process, because the early concentration gradient is steeper than the steady one. After about $0.7\,t_0$ the gradient is slightly shallower than the steady one, but this cancels only about one sixth of the early gain. Here the shortening is 0.0032 % of $t_0$. A numerical solution of the full diffusion equation with a moving surface gives a lifetime of $0.99997\,t_0$. For the larger value $\varepsilon=10^{-6}$, it gives a shortening of 0.0797 %, against 0.0798 % from the formula.

## Part (c)

*A small sphere has a higher solubility than a flat piece of the same silicide. Include this effect, taking the interface energy per area as $\gamma=0.5$ J/m$^2$, and then as 1 J/m$^2$. These are trial values, since the true value is not well known.*

**Answer.** The sphere has area $A=4\pi R^2$ and volume $V=4\pi R^3/3$, so

$$\frac{dA}{dV}=\frac{8\pi R\,dR}{4\pi R^2\,dR}=\frac2R .$$

The removal of one iron atom, with its share of silicon, reduces the volume by $1/C_p$. It therefore releases the surface energy $2\gamma/(C_pR)$. Dissolved iron is dilute, and its chemical potential contains $kT\ln c$. Equilibrium with the curved surface raises this term by the released energy:

$$c(R)=C_s\,e^{\lambda R_0/R},\qquad \lambda=\frac{2\gamma}{C_pkTR_0}.$$

From now on $C_s$ denotes the solubility at a flat interface. For $\gamma=0.5$ J/m$^2$,

$$\lambda=\frac{1.0}{(2.7\times10^{28})(0.1011\times1.602\times10^{-19})(2.0\times10^{-8})}=0.114 .$$

The solubility at the initial radius is thus 12 % above the flat value, and it rises as the sphere shrinks.

Let $x=R/R_0$. The law of part (a), with the raised solubility, is $R\,dR/dt=-\varepsilon De^{\lambda/x}$. Division by $R_0^2$ and use of $\varepsilon D/R_0^2=1/(2t_0)$ give

$$x\frac{dx}{dt}=-\frac{e^{\lambda/x}}{2t_0},\qquad
T=t_0\int_0^1 2x\,e^{-\lambda/x}\,dx .$$

Substitute $x=1/s$, so that $dx=-ds/s^2$:

$$T=2t_0\int_1^\infty\frac{e^{-\lambda s}}{s^3}\,ds=2t_0E_3(\lambda),$$

where $E_3$ is the exponential integral of order three. At $\lambda=0$ the integral is $1/2$, and $t_0$ returns.

For $\lambda=0.114$ the factor is 0.812, and the time falls from 837 s to 680 s. The doubled interface energy gives 563 s. Capillarity therefore matters at this radius. For fixed $\gamma$, it fades for large spheres because $\lambda\propto1/R_0$.

The continuum picture fails when only a few atoms remain, but this has little effect on the total. The last nanometre of radius contributes less than $(1/20)^2=0.25$ % of $t_0$, since $e^{-\lambda/x}<1$ in the integral.

## Part (d)

*Suppose that iron crosses the interface at a finite rate, with net flux density $k(C_s-c_i)$, where $c_i$ is the concentration in the silicon at the surface. Leave out capillarity. When is the process limited by diffusion?*

**Answer.** The flux across the interface equals the steady diffusion flux:

$$k(C_s-c_i)=\frac{Dc_i}{R},\qquad c_i=\frac{C_s}{1+D/(kR)} .$$

Replacing $C_s$ by $c_i$ in the diffusion flux of part (a) gives

$$\left(R+\frac Dk\right)\frac{dR}{dt}=-\varepsilon D .$$

Integration from $R_0$ to zero gives

$$\frac{R_0^2}{2}+\frac{DR_0}{k}=\varepsilon DT,\qquad T=t_0\left(1+\frac{2D}{kR_0}\right).$$

The condition for diffusion control is $k\gg 2D/R_0$. In the opposite limit, $T\to R_0/(\varepsilon k)$, which is proportional to the radius instead of its square. Small spheres are thus the ones most easily limited by the interface.

If crossing the interface is as easy as one jump in the bulk, a natural estimate is $k=D/a$. With a jump length $a\approx0.24$ nm, this is about 60 cm/s, and the time grows by the fraction $2a/R_0$, or about 2.4 %. A rate of 15 cm/s would lengthen it by 10 %. The data given do not fix the real $k$, so diffusion control remains an assumption. A slow interface could make the time much longer.

## Part (e)

*Now let the crystal contain $N=10^7$ cm$^{-3}$ identical spheres, evenly spread, and let no iron leave the crystal. Use a mean-field estimate without capillarity. At what density does complete dissolution become impossible?*

**Answer.** Let $n_0$ be the initial number of iron atoms per sphere. When the radius is $xR_0$, the iron released per volume of crystal is $Nn_0(1-x^3)$. In the mean-field estimate this is the far concentration seen by each sphere. The driving difference falls from $C_s$ to

$$C_s\left[1-\phi(1-x^3)\right],\qquad \phi=\frac{Nn_0}{C_s}.$$

With this factor in the shrinking law,

$$x\frac{dx}{dt}=-\frac{1-\phi(1-x^3)}{2t_0},\qquad
T=t_0\int_0^1\frac{2x\,dx}{1-\phi(1-x^3)} .$$

Here

$$\phi=\frac{(10^7)(9.05\times10^5)}{4.3\times10^{13}}=0.210,$$

and the integral is 1.150. The time becomes about 960 s. A numerical solution of the diffusion equation for one sphere in a closed spherical cell of radius 28.8 µm, the volume available per sphere, gives the factor 1.149. The mean field works because iron spreads through such a cell in a few seconds, much less than $t_0$.

At $\phi=1$ the integrand becomes $2/x^2$ and the time diverges. For $\phi>1$ the silicon saturates first, and dissolution stops at $x^3=1-1/\phi$. The limiting density is

$$N=\frac{C_s}{n_0}=4.75\times10^7\ \text{cm}^{-3}.$$

Equivalently, each sphere needs a volume of silicon of radius 17 µm to hold its iron at the concentration $C_s$. Capillarity would raise the limiting density, because a small sphere can still dissolve into silicon that holds somewhat more than $C_s$. With $\gamma=0.5$ J/m$^2$ from part (c), the same mean-field estimate gives about $6.7\times10^7$ cm$^{-3}$ for exactly identical spheres. A spread in their radii lowers this value. The largest spheres dissolve last, so the limit depends on how far the size distribution reaches. For a Gaussian spread cut off at three standard deviations, a standard deviation of 2 % gives about $5.8\times10^7$ cm$^{-3}$ and one of 5 % about $5.5\times10^7$ cm$^{-3}$. With the cutoff at six standard deviations these fall to about 5.6 and $5.3\times10^7$ cm$^{-3}$. At the flat-interface limit the mean spacing $N^{-1/3}$ is 28 µm. Spheres only 20 nm in radius therefore act as isolated only if they are a few times farther apart than 28 µm: without capillarity, the mean-field time is 5 % longer than $t_0$ at a spacing of 65 µm and 1 % longer at about 110 µm.

## Part (f)

*The rough activation energies are 2.9 eV for $C_s$ and 0.7 eV for $D$. How far should the answer to part (a) be trusted for a real wafer?*

**Answer.** With $C_p$ and $R_0$ fixed, $t_0$ varies as $1/(DC_s)$, so

$$t_0\propto\exp\left(\frac{2.9\ \text{eV}+0.7\ \text{eV}}{kT}\right).$$

A furnace 10 K colder gives 1137 s, and one 10 K hotter gives 620 s. If the product $DC_s$ is wrong by an assumed factor of 1.5 in either direction, the time lies between 558 s and 1256 s. The three digits of 837 s record the arithmetic, not the accuracy. The result is a time of roughly ten to twenty minutes for a flat-interface solubility, and capillarity shifts it downwards.

A silicon wafer is a few hundred micrometres thick, comparable with the diffusion length $\sqrt{Dt_0}=354$ µm. Its surfaces nevertheless hardly matter to one deep sphere. A reflecting surface at distance $d$ acts like an image sphere at distance $2d$, which adds at most about $C_sR_0/(2d)$ to the local concentration. For $d=100$ µm this is $10^{-4}C_s$.

Other assumptions can fail by more. Without capillarity, iron already dissolved at a fixed concentration $c_\infty<C_s$ multiplies the time by $1/(1-c_\infty/C_s)$, so a half-saturated wafer doubles it. With capillarity at $\gamma=0.5$ J/m$^2$, half-saturation multiplies the time by about 1.7. A gettering layer that keeps $c_\infty$ low brings the process closer to the isolated case. Real precipitates may also be plates, or may sit on dislocations and grain boundaries, where both the geometry and the binding of iron differ. Finally, the two silicon atoms left behind per iron atom need more volume in the crystal than the silicide occupied: 8 % more with the rounded densities used here, and about 6 % more from the lattice constants measured at room temperature. The resulting stress is left out of all the times above. If it were held purely elastically, with no relief by point defects or dislocations, a rough isotropic estimate gives a strain energy of 0.2 to 0.3 $kT$ per iron atom. This is larger than $\lambda$ for $\gamma=0.5$ J/m$^2$, and for a sphere that starts unstrained it would slow the dissolution, so it can offset the shortening from capillarity.

The numerical output below gives most of the values used in these answers.

## Calculated quantities

```
Initial radius R0: 20 nm
Temperature: 1173.15 K
Thermal energy kT: 0.1011 eV
Iron solubility Cs (rough input): 4.3e+13 cm^-3
Iron diffusivity D (rough input): 1.5e-06 cm^2/s
Iron density in silicide Cp (rough input): 2.7e+22 cm^-3
Ratio eps = Cs/(Cp-Cs): 1.593e-09
Product D*Cs: 6.450e+07 cm^-1 s^-1
Dissolution time t0: 837 s
Dissolution time t0: 14.0 min
Full diffusion solution, time / t0: 0.99997
Radius at t0/2, formula: 14.14 nm
Radius at t0/2, full solution: 14.14 nm
Iron dissolved at t0/2: 64.6 %
Iron atoms in the sphere: 9.05e+05
Initial loss rate: 1621 atoms/s
Time R0^2/D to build the near profile: 2.7e-06 s
Diffusion length sqrt(D*t0): 354 um
Transient shortening, example: 0.0032 %
Transient test ratio eps: 1e-06
Transient test, formula: 0.0798 %
Transient test, full solution: 0.0797 %
Assumed interface energy: 0.5 J/m^2
Capillary parameter lambda: 0.1143
Solubility rise at R0: 12.1 %
Time factor with capillarity: 0.812
Time with capillarity: 680 s
Doubled interface energy: 1.0 J/m^2
Time with doubled interface energy: 563 s
Jump length a (rough input): 0.235 nm
Diffusion velocity D/R0: 0.75 cm/s
Interface velocity k = D/a: 64 cm/s
Lengthening for k = D/a: 2.35 %
k that lengthens t0 by 10 %: 15 cm/s
Silicon volume that holds the iron: 2.10e-08 cm^3
Radius of that volume: 17.1 um
Largest density for full dissolution: 4.75e+07 cm^-3
Assumed neighbour density N: 1e+07 cm^-3
Filling phi at that density: 0.210
Cell radius at that density: 28.8 um
Time factor with neighbours, mean field: 1.1504
Time factor with neighbours, full solution: 1.1494
Activation energy of Cs (rough input): 2.9 eV
Activation energy of D (rough input): 0.7 eV
Time if 10 K colder: 1137 s
Time if 10 K hotter: 620 s
Time if D*Cs is 1.5 times larger: 558 s
Time if D*Cs is 1.5 times smaller: 1256 s
Silicon atomic density (rough input): 5.0e+22 cm^-3
Volume of 2 Si over silicide per Fe, excess: 8 %
```
